# Referee comment: the PAW transformation is not unitary

## The argument under review

The manuscript uses the projector augmented-wave (PAW) transformation $T$, which turns a smooth pseudo orbital $\tilde\psi_n$ into the all-electron orbital $\psi_n=T\tilde\psi_n$. It argues as follows.

1. The map is linear, and each $\psi_n$ has one $\tilde\psi_n$.
2. The orbitals $\psi_n$ are orthonormal. A linear one-to-one map whose results are orthonormal preserves inner products, so $T$ is unitary.
3. Hence the $\tilde\psi_n$ are orthonormal too, and they solve the ordinary eigenvalue problem $T^\dagger HT\tilde\psi_n=E_n\tilde\psi_n$.
4. Norm-conserving pseudo orbitals, which have norm 1, confirm this.

Claim 1 is correct under a condition given below. My comment concerns the other three: does claim 2 follow from claim 1, and if not, which relation do the pseudo orbitals obey?

## What orthonormal all-electron orbitals imply

The adjoint is defined by $\langle f|T^\dagger g\rangle=\langle Tf|g\rangle$. Inserting $\psi_n=T\tilde\psi_n$ into the orthonormality condition gives

$$
\delta_{mn}=\langle\psi_m|\psi_n\rangle=\langle T\tilde\psi_m|T\tilde\psi_n\rangle
=\langle\tilde\psi_m|S|\tilde\psi_n\rangle,\qquad S=T^\dagger T. \tag{1}
$$

Nothing here says that $S=1$. Claim 2 takes the orthonormality of the results as evidence about the inputs. But an invertible linear map can carry any linearly independent set, however skewed, into an orthonormal one; the Gram–Schmidt procedure constructs such a map. Unitarity is the stronger demand that $\langle Tf|Tg\rangle=\langle f|g\rangle$ for all $f$ and $g$, which requires $T^\dagger T=1$. Whether PAW meets it must be decided from the form of $T$.

## The transformation for hydrogen s states

I use atomic units in the algebra and a hydrogen atom with a fixed nucleus and no relativistic effects, so that $H=-\tfrac12\nabla^2-1/r$. For s states the angular integral gives 1, and with real radial functions the inner product is

$$
\langle f|g\rangle=\int_0^\infty f(r)\,g(r)\,r^2\,dr .
$$

The all-electron partial waves are the 1s and 2s functions,

$$
\phi_1=2e^{-r},\qquad \phi_2=\tfrac{1}{\sqrt2}\left(1-\tfrac r2\right)e^{-r/2}.
$$

The pseudo partial waves $\tilde\phi_i$ equal $\phi_i$ for $r\ge r_c$. Inside they are

$$
\tilde\phi=a+bs+cs^2,\qquad s=(r/r_c)^2 .
$$

Let $d_k=r_c^k\phi^{(k)}(r_c)$. With $t=r/r_c$ the polynomial is $a+bt^2+ct^4$, and matching its value and first two $t$-derivatives at $t=1$ requires

$$
a+b+c=d_0,\qquad 2b+4c=d_1,\qquad 2b+12c=d_2 .
$$

Subtracting the second equation from the third gives $c=(d_2-d_1)/8$. The second then gives $b=(d_1-4c)/2=(3d_1-d_2)/4$, and the first gives $a=d_0-b-c=d_0-(5d_1-d_2)/8$.

The transformation is

$$
T=1+\sum_i|\Delta_i\rangle\langle p_i|,\qquad \Delta_i=\phi_i-\tilde\phi_i,\qquad
\langle p_i|\tilde\phi_j\rangle=\delta_{ij}. \tag{2}
$$

To obtain such projectors, take $k=(1-s)^2$ inside $r_c$ and zero outside, and set

$$
p_i=\sum_j(B^{-1})_{ij}\,k\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|k|\tilde\phi_j\rangle .
$$

Then $\langle p_i|\tilde\phi_j\rangle=\sum_l(B^{-1})_{il}B_{lj}=\delta_{ij}$, as needed. It follows that

$$
T\tilde\phi_j=\tilde\phi_j+\sum_i\Delta_i\delta_{ij}=\phi_j, \tag{3}
$$

so $\tilde\phi_1$ and $\tilde\phi_2$ are themselves pseudo orbitals of 1s and 2s.

Claim 1 also needs $T$ to be invertible. Suppose $Tf=g$, and write $c_i=\langle p_i|f\rangle$. Projecting on $p_j$ gives

$$
\langle p_j|g\rangle=c_j+\sum_i\langle p_j|\phi_i-\tilde\phi_i\rangle c_i
=\sum_i M_{ji}c_i,\qquad M_{ji}=\langle p_j|\phi_i\rangle ,
$$

because $\langle p_j|\tilde\phi_i\rangle=\delta_{ji}$ cancels the first term. If $\det M\neq0$, the $c_i$ are fixed by $g$, and $f=g-\sum_i\Delta_ic_i$ is the one solution. For the radius $r_c=0.80$ Å used below, $\det M=1.67$, so each all-electron orbital does have one pseudo orbital. Invertibility is all that claim 1 supplies.

## Plain overlaps of the pseudo orbitals

Since $\phi_i$ and $\tilde\phi_i$ agree outside $r_c$, their overlap integrals differ only in the inner region:

$$
\langle\tilde\phi_i|\tilde\phi_j\rangle=\delta_{ij}-Q_{ij},\qquad
Q_{ij}=\int_0^{r_c}\left(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\right)r^2\,dr. \tag{4}
$$

The $\delta_{ij}$ is the overlap of the hydrogen functions. By (1) and (3), $\langle\tilde\phi_i|S|\tilde\phi_j\rangle=\delta_{ij}$, so

$$
\langle\tilde\phi_i|(S-1)|\tilde\phi_j\rangle=Q_{ij}.
$$

A single nonzero $Q_{ij}$ therefore proves $T^\dagger T\neq1$. Physically, $Q_{11}$ is the part of the electron's norm that is lost when the sharp 1s peak at the nucleus is replaced by a smooth function.

Take $r_c=0.80$ Å, which is $x=1.5118$ Bohr radii. The all-electron norm inside $r_c$ follows from the antiderivative $-e^{-2r}(1+2r+2r^2)$, whose derivative is

$$
2e^{-2r}(1+2r+2r^2)-e^{-2r}(2+4r)=4r^2e^{-2r}=\phi_1^2r^2 .
$$

Hence

$$
\int_0^{x}\phi_1^2r^2dr=1-e^{-2x}(1+2x+2x^2)=1-0.4179=0.5821 .
$$

For the pseudo function, substituting $r=r_ct$ and squaring the polynomial gives

$$
\int_0^{r_c}\tilde\phi_1^2r^2dr=r_c^3\left[\frac{a^2}{3}+\frac{2ab}{5}+\frac{b^2+2ac}{7}+\frac{2bc}{9}+\frac{c^2}{11}\right].
$$

The matching formulas yield $a=2.55553$, $b=-1.95365$ and $c=0.54381$, all in Å$^{-3/2}$. At the nucleus the pseudo function has the value $a$, about half of the all-electron value 5.19551 Å$^{-3/2}$. With $r_c^3=0.512$ Å$^3$,

$$
0.512\,(2.17691-1.99704+0.94231-0.23609+0.02688)=0.512\times0.91297=0.4674 .
$$

With six digits, the difference is $Q_{11}=0.582068-0.467445=0.114623$, and the whole pseudo 1s function has norm $0.467445+0.417932=0.885377$. Here and below, "norm" means $\langle f|f\rangle$. The three independent overlaps are:

| pair | plain overlap | $Q_{ij}$ | with $S$ |
|---|---|---|---|
| 1s, 1s | 0.8854 | 0.1146 | 1 |
| 1s, 2s | −0.0408 | 0.0408 | 0 |
| 2s, 2s | 0.9856 | 0.0144 | 1 |

Rescaling each pseudo orbital to norm 1 would not rescue claim 3. The mixed overlap would become $-0.0408/\sqrt{0.8854\times0.9856}=-0.0437$, which is still not zero.

A smaller radius reduces the missing norm $Q_{11}$. For $x\ll1$, put $\phi_1\approx2(1-r)$ into the matching formulas. To first order in $x$, $d_0=2(1-x)$, $d_1=-2x$ and $d_2=0$ (the true $d_2=2x^2e^{-x}$ is of second order), so

$$
\tilde\phi_1\approx2\left[1-x\left(\tfrac38+\tfrac34t^2-\tfrac18t^4\right)\right].
$$

To the same order, the difference of squares is $8x\left(\tfrac38-t+\tfrac34t^2-\tfrac18t^4\right)$, and

$$
Q_{11}\approx8x^4\int_0^1\left(\tfrac38-t+\tfrac34t^2-\tfrac18t^4\right)t^2dt
=8x^4\left(\tfrac18-\tfrac14+\tfrac3{20}-\tfrac1{56}\right)=\frac{2x^4}{35}.
$$

The missing norm thus falls as $r_c^4$ for small radii. This rate belongs to $Q_{11}$, not to the operator: the largest eigenvalue of $T^\dagger T$ approaches 1 only linearly, exceeding it by about $x/2$ (0.053 at $x=0.1$, where $Q_{11}=5\times10^{-6}$). The example, with $x=1.5$, lies outside that regime.

## How far $T$ is from unitary on other functions

If $f$ is a normalized eigenfunction of $T^\dagger T$ with eigenvalue $\lambda$, then $\langle Tf|Tf\rangle=\lambda$. A unitary $T$ would have $\lambda=1$ throughout. Diagonalization gives four eigenvalues that differ from 1: 0.91673, 0.99579, 1.00002 and 3.03894. There is therefore a function whose norm $T$ roughly triples, whereas the norm of the pseudo 1s orbital grows by the factor $1/0.8854=1.13$. The overlap deficits of the two orbitals do not reveal how strongly $T$ can act on a general function.

## The eigenvalue problem in claim 3

Start from $H\psi_n=E_n\psi_n$, insert $\psi_n=T\tilde\psi_n$ and apply $T^\dagger$ from the left:

$$
T^\dagger HT\,\tilde\psi_n=E_n\,S\,\tilde\psi_n. \tag{5}
$$

The operator $S$ on the right is what the manuscript has dropped. The cost can be estimated from the energy quotient of $\tilde\phi_1$ in the problem without $S$:

$$
\frac{\langle\tilde\phi_1|T^\dagger HT|\tilde\phi_1\rangle}{\langle\tilde\phi_1|\tilde\phi_1\rangle}
=\frac{\langle\phi_1|H|\phi_1\rangle}{1-Q_{11}}=\frac{E_1}{1-Q_{11}}
=\frac{-13.6057\ \text{eV}}{0.88538}=-15.367\ \text{eV}. \tag{6}
$$

The numerator is the correct energy, but it is divided by a norm that is too small. Since $E_1$ is negative, the quotient falls below $E_1$. By the variational principle, the lowest eigenvalue of the problem without $S$ cannot lie above this quotient. The numerical solution puts it at −15.82 eV, which is 2.21 eV below the true level, or 16% of $|E_1|$.

With $S$ retained, the same basis gives −13.6057, −3.4014 and −1.5117 eV, the hydrogen levels $E_1/n^2$ for $n=1,2,3$. The basis consists of piecewise polynomials and is not built from the $\tilde\phi_i$. The numerical check asserts that its first two eigenvectors reproduce $\tilde\phi_1$ and $\tilde\phi_2$, with the plain overlaps of equation (4).

## Why norm conservation does not support claim 2

Claim 4 appeals to pseudo orbitals with norm 1. One can be made from the present $\tilde\phi_1$ by adding $\tau h$, where $h=(1-s)^3$ inside $r_c$ and zero outside. The triple zero at $s=1$ leaves the matched value and two derivatives unchanged. The norm is 1 if

$$
\langle h|h\rangle\tau^2+2\langle\tilde\phi_1|h\rangle\tau-Q_{11}=0 .
$$

Because $Q_{11}>0$, the product of the two roots, $-Q_{11}/\langle h|h\rangle$, is negative, so the roots are real and one is positive. I take the positive one, call the new function $\tilde\phi$, and build $T$ with this single partial wave, its projector $p=k\tilde\phi/\langle\tilde\phi|k|\tilde\phi\rangle$ and $\Delta=\phi_1-\tilde\phi$.

Now $\langle\tilde\phi|T^\dagger T|\tilde\phi\rangle=\langle\phi_1|\phi_1\rangle=1=\langle\tilde\phi|\tilde\phi\rangle$. This is one matrix element of $T^\dagger T-1$, and it vanishes. The operator does not. Using $T\tilde\phi=\phi_1$ and $T^\dagger=1+|p\rangle\langle\Delta|$,

$$
(T^\dagger T-1)\tilde\phi=T^\dagger\phi_1-\tilde\phi
=\phi_1-\tilde\phi+p\,\langle\Delta|\phi_1\rangle. \tag{7}
$$

If the right-hand side were zero, then inside $r_c$ the function $\phi_1=2e^{-r}$ would equal a combination of $\tilde\phi$ and $p$, both of which are polynomials there. That is impossible: repeated differentiation reduces a polynomial to zero, but never an exponential. Hence $T^\dagger T\neq1$ although the pseudo orbital has norm 1. The computed eigenvalues of this $T^\dagger T$ extend from 0.957 to 1.084, so $T$ shrinks some functions and stretches others.

The same reasoning covers the original two-projector case, where $p\,\langle\Delta|\phi_1\rangle$ in (7) becomes $\sum_ip_i\langle\Delta_i|\phi_1\rangle$, again a polynomial inside $r_c$.

It would nevertheless be too strong to say that plain overlaps can never equal $\delta_{mn}$. If all $Q_{ij}$ vanish, equation (4) makes the $\tilde\phi_i$ orthonormal. Pseudo orbitals with different angular momenta are also orthogonal through their angular factors when $T$ is built for a spherical atom and does not mix those factors. These are properties of particular functions. Relation (1) needs no such circumstance, and it should replace claim 3.

## Which $S$ to use

The manuscript should also say which expression for $S$ it adopts. Multiplying out $T^\dagger T$ gives

$$
T^\dagger T=1+\sum_i\left(|p_i\rangle\langle\Delta_i|+|\Delta_i\rangle\langle p_i|\right)
+\sum_{ij}|p_i\rangle\langle\Delta_i|\Delta_j\rangle\langle p_j| ,
$$

whereas a simpler working form, built from the $Q_{ij}$ alone, is

$$
S_Q=1+\sum_{ij}|p_i\rangle Q_{ij}\langle p_j| .
$$

The two have equal matrix elements between functions that the pseudo partial waves represent fully inside $r_c$. Let $f=\sum_if_i\tilde\phi_i$ there, with $f_i=\langle p_i|f\rangle$, and likewise for $g$. Then $Tf=\sum_if_i\phi_i$ inside and $Tf=f$ outside, so

$$
\langle Tf|Tg\rangle=\int_{r_c}^\infty fg\,r^2dr+\sum_{ij}f_ig_j\int_0^{r_c}\phi_i\phi_j\,r^2dr
=\langle f|g\rangle+\sum_{ij}f_iQ_{ij}g_j=\langle f|S_Q|g\rangle .
$$

The second equality adds and subtracts the inner integral of $fg=\sum_{ij}f_ig_j\tilde\phi_i\tilde\phi_j$.

For other functions $S_Q$ is an approximation whose quality depends on the function. The 3s orbital is not among the partial waves. Its pseudo orbital $T^{-1}\psi_{3s}$ has plain norm 0.9957 and norm 1 with $T^\dagger T$; using $S_Q$ instead changes the latter by only $-4\times10^{-7}$. A normalized Gaussian proportional to $e^{-(r/d)^2}$ with $d=0.40$ Å shows a much larger error: $T^\dagger T$ gives 2.424 and $S_Q$ gives 2.392, a difference of 1.3% of the first value. If the manuscript solves its equations with $S_Q$, its pseudo orbitals will be orthonormal with respect to $S_Q$, and the reconstructed orbitals $T\tilde\psi_n$ will be orthonormal to the extent that the partial waves represent $\tilde\psi_n$ inside $r_c$.

## Table of computed values

```
augmentation radius r_c = 0.80 angstrom
ratio r_c / Bohr radius = 1.511781 (no unit)
1s all-electron R(0) = 5.19551 angstrom^-3/2
1s pseudo coefficient a = R~(0) = 2.55553 angstrom^-3/2
1s pseudo coefficient b = -1.95365 angstrom^-3/2
1s pseudo coefficient c = 0.54381 angstrom^-3/2
Norms, overlaps and eigenvalues below have no unit
1s norm inside r_c, all-electron = 0.582068
1s norm inside r_c, pseudo = 0.467445
1s norm outside r_c, both = 0.417932
Q_11 = 0.114623
Q_12 = 0.040842
Q_22 = 0.014410
plain overlap <1s~|1s~> = 0.885377
plain overlap <1s~|2s~> = -0.040842
plain overlap <2s~|2s~> = 0.985590
S overlap <1s~|S|1s~> = 1.000000
S overlap <1s~|S|2s~>, magnitude = 0.000000
S overlap <2s~|S|2s~> = 1.000000
length of (T^dagger T - 1)|1s~> = 0.539516
T^dagger T eigenvalues other than 1 = 0.916731 0.995793 1.000020 3.038943
det <p_i|phi_j> = det T = 1.665602
energy of 1s with S = -13.6057 eV
energy of 2s with S = -3.4014 eV
energy of 3s with S = -1.5117 eV
E_1/(1 - Q_11), quotient of 1s~ without S = -15.3671 eV
lowest eigenvalue with S replaced by 1 = -15.8200 eV
3s: plain norm <3s~|3s~> = 0.995739
3s: <3s~|T^dagger T|3s~> = 1.000000
3s: error of the Q form of S = -3.73e-07
Gaussian exp(-(r/d)^2), d = 0.40 angstrom
Gaussian, plain norm 1: <T^dagger T> = 2.423753
Gaussian, plain norm 1: Q form of S = 2.392127
norm-conserving 1s~: plain norm = 1.000000
norm-conserving T^dagger T: smallest eigenvalue = 0.957183
norm-conserving T^dagger T: largest eigenvalue = 1.083704
```
